# The most negative occupation in first-order Methfessel-Paxton smearing: a program that tests the result

```python
"""
Result under test: the first-order Methfessel-Paxton occupation
    S1(x) = erfc(x)/2 - x exp(-x^2)/(2 sqrt(pi)),  x = (energy - mu)/sigma,
has its global minimum at x = sqrt(3/2), with value about -0.035.
mu is the Fermi level, sigma the smearing width; occupation is per spin state.
A 2D parabolic band with its edge a*sigma above mu then holds the density
    dos * sigma * G(a),  G(a) = exp(-a^2)/(4 sqrt(pi)) - a erfc(a)/2,
where dos is the constant density of states per area and energy.
The WSe2 monolayer parameters below are rough typical values.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erfc, eval_hermite, expit

ROOT_PI = np.sqrt(np.pi)


def occupation(x):
    return 0.5 * erfc(x) - x * np.exp(-x**2) / (2 * ROOT_PI)


def hermite_kernel(x):
    """Delta-function expansion through first order, from its definition."""
    series = eval_hermite(0, x) - eval_hermite(2, x) / 4
    return series * np.exp(-x**2) / ROOT_PI


def integrated_occupation(x):
    return quad(hermite_kernel, x, 12, epsabs=1e-13, epsrel=1e-12,
                limit=200)[0]


def band_integral(a):
    return np.exp(-a**2) / (4 * ROOT_PI) - a * erfc(a) / 2


# Kernel fixed by unit area and zero second moment
t = sp.symbols("t", real=True)
c0, c2 = sp.symbols("c0 c2")
gauss_moment = [sp.integrate(t**n * sp.exp(-t**2), (t, -sp.oo, sp.oo))
                for n in (0, 2, 4)]
solution = sp.solve([c0 * gauss_moment[0] + c2 * gauss_moment[1] - 1,
                     c0 * gauss_moment[1] + c2 * gauss_moment[2]],
                    [c0, c2], dict=True)[0]
kernel_constant = float(solution[c0] * sp.sqrt(sp.pi))
kernel_quadratic = float(solution[c2] * sp.sqrt(sp.pi))
for x in (-2.1, -0.4, 0.7, 1.9):
    from_moments = (kernel_constant + kernel_quadratic * x**2)
    from_moments *= np.exp(-x**2) / ROOT_PI
    assert abs(from_moments - hermite_kernel(x)) < 1e-13
    assert abs(integrated_occupation(x) - occupation(x)) < 1e-10

# A cubic density of states is reproduced at the Fermi level
cubic = lambda x: 1.3 + 0.7 * x - 0.8 * x**2 + 0.4 * x**3
smeared_cubic = quad(lambda x: cubic(x) * hermite_kernel(x), -10, 10,
                     epsabs=1e-12, limit=200)[0]
assert abs(smeared_cubic - cubic(0)) < 1e-9

# The weighted area that forces a negative region
weighted_mp = quad(lambda x: x * occupation(x), 0, 10, epsabs=1e-12)[0]
weighted_gauss = quad(lambda x: x * erfc(x) / 2, 0, 10, epsabs=1e-12)[0]
assert abs(weighted_mp) < 1e-10
assert abs(weighted_gauss - 1 / 8) < 1e-10

# Location and depth of the minimum
x_min = np.sqrt(1.5)
f_min = occupation(x_min)
search = minimize_scalar(integrated_occupation, bounds=(0, 3),
                         method="bounded", options={"xatol": 1e-8})
assert abs(search.x - x_min) < 1e-5  # a flat minimum limits the location
assert abs(search.fun - f_min) < 1e-10
grid = np.linspace(-8, 8, 160001)
grid_values = occupation(grid)
assert abs(grid[np.argmin(grid_values)] - x_min) < 2e-4
assert grid_values.min() >= f_min - 1e-14
assert abs(f_min + 0.035) < 0.0005
f_max = integrated_occupation(-x_min)
assert abs(f_max + f_min - 1) < 1e-10
x_zero = brentq(occupation, 0.2, 1.2)

# Hand-computable positive series with a geometric tail bound
last_index = 9
terms = [1.0]
for n in range(1, last_index + 1):
    terms.append(terms[-1] * 3 / (2 * n + 1))
series_sum = sum(terms)
next_term = terms[-1] * 3 / (2 * last_index + 3)
tail_bound = next_term / (1 - 3 / (2 * last_index + 5))
prefactor = x_min * np.exp(-1.5) / ROOT_PI
upper_value = 0.5 - prefactor * (series_sum + 0.5)
lower_value = 0.5 - prefactor * (series_sum + tail_bound + 0.5)
assert lower_value < search.fun < upper_value

# WSe2 monolayer: energies in eV, lengths in nm
sigma = 0.1
mass = 0.4
valleys = 2
gap = 1.5
lattice = 0.33
spin_split = 0.04
q_offset = 0.05
q_mass = 0.55
q_valleys = 6
temperature = 300.0
edge = x_min * sigma
thermal = const.k * temperature / const.e
free_curvature = const.hbar**2 / (2 * const.m_e * const.e) * 1e18
curvature = free_curvature / mass
dos = valleys / (4 * np.pi * curvature)
TO_CM2 = 1e14


def density(fill, edge_energy, band_mass, degeneracy, alpha=0.0):
    """Sheet density; alpha enters E(1 + alpha E) = hbar^2 k^2/(2m)."""
    level_density = degeneracy * band_mass / (4 * np.pi * free_curvature)
    integrand = lambda e: ((1 + 2 * alpha * e) * fill(edge_energy + e))
    area = quad(integrand, 0, 1.2, epsabs=1e-14, epsrel=1e-10,
                limit=300)[0]
    return level_density * area * TO_CM2


mp_fill = lambda e: occupation(e / sigma)
fd_fill = lambda e: expit(-e / thermal)
n_formula = dos * sigma * band_integral(x_min) * TO_CM2

# Explicit sum over a fine square k grid
k_axis = np.arange(-300, 301) * 0.01
k_squared = k_axis[:, None]**2 + k_axis[None, :]**2
fine_sum = mp_fill(edge + curvature * k_squared).sum()
n_k_sum = valleys * fine_sum * 0.01**2 / (4 * np.pi**2) * TO_CM2
assert abs(n_k_sum / n_formula - 1) < 1e-6
assert n_k_sum < 0

n_thermal = density(fd_fill, edge, mass, valleys)
n_thermal_formula = dos * thermal * np.log1p(np.exp(-edge / thermal))
assert abs(n_thermal / (n_thermal_formula * TO_CM2) - 1) < 1e-7

# Effects omitted from the lowest-valley parabolic model
n_upper = density(mp_fill, edge + spin_split, mass, valleys)
n_q = density(mp_fill, edge + q_offset, q_mass, q_valleys)
n_nonparabolic = density(mp_fill, edge, mass, valleys, 1 / gap)
thermal_upper = density(fd_fill, edge + spin_split, mass, valleys)
thermal_q = density(fd_fill, edge + q_offset, q_mass, q_valleys)
valence_error = occupation((gap - edge) / sigma)


def hexagonal_density(divisions):
    """Sum on a triangular k mesh containing the valley centre."""
    spacing = 4 * np.pi / (np.sqrt(3) * lattice * divisions)
    indices = np.arange(-divisions // 3, divisions // 3 + 1)
    i, j = np.meshgrid(indices, indices)
    k2 = spacing**2 * (i**2 + j**2 + i * j)
    cell = np.sqrt(3) / 2 * spacing**2
    total = mp_fill(edge + curvature * k2).sum()
    return valleys * total * cell / (4 * np.pi**2) * TO_CM2


n_mesh24 = hexagonal_density(24)
n_mesh48 = hexagonal_density(48)
assert abs(n_mesh48 - n_formula) < abs(n_mesh24 - n_formula)

half_sigma = sigma / 2
half_fill = lambda e: occupation(e / half_sigma)
n_half = density(half_fill, edge, mass, valleys)
half_formula = dos * half_sigma * band_integral(edge / half_sigma) * TO_CM2
assert abs(n_half / half_formula - 1) < 1e-6

print(f"Kernel constant coefficient times sqrt(pi): {kernel_constant:.4f}")
print(f"Kernel x^2 coefficient times sqrt(pi): {kernel_quadratic:.4f}")
print(f"Integral of x*Gaussian occupation, x>0: {weighted_gauss:.6f}")
print(f"Scaled energy of minimum, sqrt(1.5): {x_min:.6f}")
print(f"Scaled energy from numerical search: {search.x:.5f}")
print(f"erfc term at minimum: {0.5 * erfc(x_min):.6f}")
print(f"Gaussian correction at minimum: {-prefactor / 2:.6f}")
print(f"Minimum occupation: {f_min:.6f}")
print(f"Maximum occupation: {f_max:.6f}")
print(f"Scaled energy where occupation is zero: {x_zero:.5f}")
print(f"Series prefactor c: {prefactor:.7f}")
for n, term in enumerate(terms):
    print(f"Series term n={n}: {term:.7f}")
print(f"Series sum through n={last_index}: {series_sum:.7f}")
print(f"Series tail bound: {tail_bound:.2e}")
print(f"Enclosure lower end: {lower_value:.7f}")
print(f"Enclosure upper end: {upper_value:.7f}")
print(f"Smearing width: {sigma:.3f} eV")
print(f"Conduction edge above Fermi level: {edge:.5f} eV")
print(f"K-valley mass (rough): {mass:.2f} electron masses")
print(f"K-valley count, one spin each: {valleys}")
print(f"K-valley density of states: {dos * TO_CM2:.4e} /(eV cm2)")
print(f"Band integral G at edge: {band_integral(x_min):.6f}")
print(f"MP K-valley density, formula: {n_formula:.4e} /cm2")
print(f"MP K-valley density, fine k sum: {n_k_sum:.4e} /cm2")
print(f"Temperature: {temperature:.0f} K; kT: {thermal:.5f} eV")
print(f"Fermi-Dirac edge occupation: {fd_fill(edge):.5f}")
print(f"Fermi-Dirac K-valley density: {n_thermal:.4e} /cm2")
print(f"Upper spin band offset (rough): {spin_split:.3f} eV")
print(f"MP upper spin band density: {n_upper:.4e} /cm2")
print(f"Fermi-Dirac upper spin band density: {thermal_upper:.4e} /cm2")
print(f"Q offset (rough): {q_offset:.3f} eV; valleys: {q_valleys}")
print(f"Q density-of-states mass (rough): {q_mass:.2f} electron masses")
print(f"MP Q-valley density: {n_q:.4e} /cm2")
print(f"Fermi-Dirac Q-valley density: {thermal_q:.4e} /cm2")
print(f"Gap (rough): {gap:.2f} eV")
print(f"MP K density with nonparabolicity: {n_nonparabolic:.4e} /cm2")
print(f"Valence-edge occupation minus one: {-valence_error:.2e}")
print(f"Lattice constant (rough): {lattice:.3f} nm")
print(f"MP K density, 24x24 mesh: {n_mesh24:.4e} /cm2")
print(f"MP K density, 48x48 mesh: {n_mesh48:.4e} /cm2")
print(f"Halved smearing width: {half_sigma:.3f} eV")
print(f"Edge occupation at halved width: {half_fill(edge):.4e}")
print(f"MP K density at halved width: {n_half:.4e} /cm2")
print("tests ok")
```

Printed output:

```
Kernel constant coefficient times sqrt(pi): 1.5000
Kernel x^2 coefficient times sqrt(pi): -1.0000
Integral of x*Gaussian occupation, x>0: 0.125000
Scaled energy of minimum, sqrt(1.5): 1.224745
Scaled energy from numerical search: 1.22474
erfc term at minimum: 0.041632
Gaussian correction at minimum: -0.077090
Minimum occupation: -0.035458
Maximum occupation: 1.035458
Scaled energy where occupation is zero: 0.84188
Series prefactor c: 0.1541803
Series term n=0: 1.0000000
Series term n=1: 1.0000000
Series term n=2: 0.6000000
Series term n=3: 0.2571429
Series term n=4: 0.0857143
Series term n=5: 0.0233766
Series term n=6: 0.0053946
Series term n=7: 0.0010789
Series term n=8: 0.0001904
Series term n=9: 0.0000301
Series sum through n=9: 2.9729278
Series tail bound: 4.94e-06
Enclosure lower end: -0.0354579
Enclosure upper end: -0.0354571
Smearing width: 0.100 eV
Conduction edge above Fermi level: 0.12247 eV
K-valley mass (rough): 0.40 electron masses
K-valley count, one spin each: 2
K-valley density of states: 1.6709e+14 /(eV cm2)
Band integral G at edge: -0.019517
MP K-valley density, formula: -3.2611e+11 /cm2
MP K-valley density, fine k sum: -3.2611e+11 /cm2
Temperature: 300 K; kT: 0.02585 eV
Fermi-Dirac edge occupation: 0.00868
Fermi-Dirac K-valley density: 3.7677e+10 /cm2
Upper spin band offset (rough): 0.040 eV
MP upper spin band density: -1.2467e+11 /cm2
Fermi-Dirac upper spin band density: 8.0463e+09 /cm2
Q offset (rough): 0.050 eV; valleys: 6
Q density-of-states mass (rough): 0.55 electron masses
MP Q-valley density: -3.7864e+11 /cm2
Fermi-Dirac Q-valley density: 2.2551e+10 /cm2
Gap (rough): 1.50 eV
MP K density with nonparabolicity: -3.4242e+11 /cm2
Valence-edge occupation minus one: 1.50e-82
Lattice constant (rough): 0.330 nm
MP K density, 24x24 mesh: -2.9386e+11 /cm2
MP K density, 48x48 mesh: -3.2613e+11 /cm2
Halved smearing width: 0.050 eV
Edge occupation at halved width: -1.4468e-03
MP K density at halved width: -2.5227e+09 /cm2
tests ok
```
